# The inverse-cube error of the principal expansion in correlation-consistent basis sets: a program that tests the result

```python
"""
Result under test: if a natural orbital of principal number n contributes
-A n^-6 to the correlation energy and a shell holds n^2 orbitals, keeping
the shells n <= X leaves an error (A/3) X^-3 to leading order.

Symbols: X, Y highest shells kept; N number of orbitals kept;
c natural amplitude of the cusp function (r12/2) phi0 phi0;
g diagonal element of phi0 (1/r12) phi0; e = c*g orbital contribution;
phi0 = exp(-r)/sqrt(pi). Atomic units; helium energies printed in mEh.
"""
from math import factorial, log, ceil
import numpy as np
from scipy.linalg import eigh
from scipy.special import zeta
from scipy import constants
from pyscf import gto, scf, cc


def exponent(small, large, x_small, x_large):
    """Decay power between two points."""
    return -log(abs(large / small)) / log(x_large / x_small)


# ---------- Sums over shells ----------
def tail(X):
    """Sum of n^-4 over n > X."""
    return zeta(4, X + 1)


def orbital_count(X):
    return sum(2 * l + 1 for n in range(1, X + 1) for l in range(n))


for X in range(1, 51):
    assert orbital_count(X) == X * (X + 1) * (2 * X + 1) // 6
    assert 1 / (3 * (X + 1)**3) < tail(X) < 1 / (3 * (X + 0.5)**3)

X = 20
direct = sum(1.0 / n**4 for n in range(200000, X, -1))
series = 1 / (3 * X**3) - 1 / (2 * X**4) + 1 / (3 * X**5)
assert abs(direct / series - 1) < 1e-5
assert abs(9 * orbital_count(100) * tail(100) - 1) < 1e-3

# Keep all n but only l < X: explicit sum over the missing l and n.
X = 200
l_missing = np.arange(X, 20000)
partial_wave = np.sum((2 * l_missing + 1) * zeta(6, l_missing + 1))
partial_coefficient = partial_wave * X**3
assert abs(partial_coefficient / (2 / 15) - 1) < 1e-3


def extrapolate(X, EX, Y, EY):
    return (X**3 * EX - Y**3 * EY) / (X**3 - Y**3)


X, Y = 40, 39
bias = extrapolate(X, tail(X), Y, tail(Y))
bias_formula = 1 / (2 * X * Y * (X * X + X * Y + Y * Y))
assert abs(bias / bias_formula - 1) < 0.05

print("Pure n^-4 model, A = 1 (dimensionless)")
for X in (2, 3, 4, 5, 10):
    print(f"X={X:2d} N={orbital_count(X):3d} tail={tail(X):.6f}"
          f" tail*3X^3={3 * X**3 * tail(X):.4f}")
print(f"partial-wave error * X^3, X=200: {partial_coefficient:.5f}")


# ---------- Natural orbitals of the cusp function ----------
def cusp_orbitals(n_max, points):
    """Dictionaries c, g, e for all n <= n_max, on a logarithmic grid."""
    t = np.linspace(-9.0, log(40.0), points)
    r = np.exp(t)
    w = (t[1] - t[0]) * r
    low = np.minimum.outer(r, r)
    high = np.maximum.outer(r, r)
    ratio = low / high
    weight = np.sqrt(w) * r * np.exp(-r)
    outer = 4 * np.outer(weight, weight)
    c, g, e = {}, {}, {}
    for l in range(n_max):
        power = ratio**l
        coulomb = outer * power / high / (2 * l + 1)
        # Trapezoidal correction for the slope jump of 1/r12 at r = r'.
        coulomb[np.diag_indices(points)] -= w**2 * np.exp(-2 * r) / 3
        distance = power * (low * ratio / (2 * l + 3)
                            - high / (2 * l - 1))
        pair = 0.5 * outer * distance / (2 * l + 1)
        values, vectors = eigh(pair)
        order = list(range(n_max - l))
        if l == 0:  # the one positive amplitude is the occupied orbital
            assert values[-1] > 0.1 and values[-2] < 1e-8
            order = [points - 1] + order[:-1]
        for position, k in enumerate(order):
            key = (l + 1 + position, l)
            v = vectors[:, k]
            c[key] = values[k]
            g[key] = v @ coulomb @ v
            e[key] = c[key] * g[key]
    return c, g, e


def remainders(e, n_max):
    """Shell sums and what is missing from the exact total 1/2."""
    shell = {n: sum((2 * l + 1) * e[n, l] for l in range(n))
             for n in range(1, n_max + 1)}
    missing = {X: sum(shell[n] for n in range(1, X + 1)) - 0.5
               for X in range(1, n_max + 1)}
    return shell, missing


n_top = 20
c, g, e = cusp_orbitals(n_top, 600)
shell, missing = remainders(e, n_top)
coarse = remainders(cusp_orbitals(n_top, 400)[2], n_top)[1]
assert abs(coarse[n_top] / missing[n_top] - 1) < 0.02

power_c = exponent(c[10, 5], c[20, 10], 10, 20)
power_g = exponent(g[10, 5], g[20, 10], 10, 20)
power_e = exponent(e[10, 5], e[20, 10], 10, 20)
power_shell = exponent(shell[10], shell[20], 10, 20)
power_X = exponent(missing[10], missing[20], 10, 20)
power_half = exponent(missing[10], missing[20], 10.5, 20.5)
assert abs(power_c - 4) < 0.3
assert abs(power_g - 2) < 0.3
assert abs(power_e - 6) < 0.4
assert abs(power_shell - 4) < 0.2
assert abs(power_X - 3) < 0.3
assert abs(power_half - 3) < 0.2
scaled = [-e[20, l] * 20**6 for l in range(20)]
assert min(scaled) > 0 and max(scaled) / min(scaled) < 2.5

print("Cusp function, phi0 = exp(-r)/sqrt(pi)")
print(f"power of c, n=10 to 20, l=n/2: {power_c:.3f}")
print(f"power of g, n=10 to 20, l=n/2: {power_g:.3f}")
print(f"power of e, n=10 to 20, l=n/2: {power_e:.3f}")
print(f"power of shell sum, n=10 to 20: {power_shell:.3f}")
print(f"power of remainder in X, 10 to 20: {power_X:.3f}")
print(f"power of remainder in X+1/2: {power_half:.3f}")
print(f"-e*n^6 in shell 20: min {min(scaled):.3f} Eh,"
      f" max {max(scaled):.3f} Eh")
print(f"-e*n^6 in shell 20: l=0 {scaled[0]:.3f},"
      f" l=10 {scaled[10]:.3f}, l=19 {scaled[19]:.3f} Eh")
for X in (2, 5, 10, 20):
    print(f"X={X:2d} remainder={missing[X]:.3e} Eh"
          f" times X^3={missing[X] * X**3:.4f} Eh")


# ---------- Helium reference from a Hylleraas expansion ----------
def hylleraas(degree, alpha=1.9):
    """Helium energy with s^i t^j u^k exp(-alpha s), j even."""
    def integral(a, b, d):
        total = a + b + d
        return (factorial(total + 2) / ((b + 1) * (b + d + 2))
                / (2 * alpha)**(total + 3))

    def bilinear(f, h, weights):
        return sum(x * y * z * integral(p[0] + q[0] + m[0],
                                        p[1] + q[1] + m[1],
                                        p[2] + q[2] + m[2])
                   for x, p in f for y, q in h for z, m in weights)

    functions = []
    for i in range(degree + 1):
        for j in range(0, degree + 1 - i, 2):
            for k in range(degree + 1 - i - j):
                f = [(1.0, (i, j, k))]
                fs = [(-alpha, (i, j, k))]
                if i:
                    fs.append((i, (i - 1, j, k)))
                ft = [(j, (i, j - 1, k))] if j else []
                fu = [(k, (i, j, k - 1))] if k else []
                functions.append((f, fs, ft, fu))
    volume = [(1, (2, 0, 1)), (-1, (0, 2, 1))]
    cross_s = [(1, (1, 0, 2)), (-1, (1, 2, 0))]
    cross_t = [(1, (2, 1, 0)), (-1, (0, 1, 2))]
    potential = [(-8, (1, 0, 1)), (1, (2, 0, 0)), (-1, (0, 2, 0))]
    size = len(functions)
    H, S = np.zeros((size, size)), np.zeros((size, size))
    for a, (f, fs, ft, fu) in enumerate(functions):
        for b in range(a + 1):
            h, hs, ht, hu = functions[b]
            S[a, b] = S[b, a] = bilinear(f, h, volume)
            value = bilinear(f, h, potential)
            for left, right in ((fs, hs), (ft, ht), (fu, hu)):
                value += bilinear(left, right, volume)
            value += bilinear(fu, hs, cross_s) + bilinear(fs, hu, cross_s)
            value += bilinear(fu, ht, cross_t) + bilinear(ft, hu, cross_t)
            H[a, b] = H[b, a] = value
    scale = 1 / np.sqrt(np.diag(S))
    grid = np.outer(scale, scale)
    return eigh(H * grid, S * grid, eigvals_only=True)[0], size


E_smaller, _ = hylleraas(4)
E_total, hylleraas_size = hylleraas(5)
assert 0 < E_smaller - E_total < 1e-4


def hartree_fock(basis):
    mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf


s_basis = {"He": gto.expand_etbs([(0, 20, 0.05, 2.2)])}
E_HF = hartree_fock(s_basis)[1].e_tot
limit = 1000 * (E_total - E_HF)

# ---------- Helium in correlation-consistent bases ----------
correlation, sizes = {}, {}
for X, name in ((2, "cc-pvdz"), (3, "cc-pvtz"),
                (4, "cc-pvqz"), (5, "cc-pv5z")):
    mol, mf = hartree_fock(name)
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-9
    solver.kernel()
    assert solver.converged
    correlation[X] = 1000 * solver.e_corr
    sizes[X] = mol.nao_nr()
    assert sizes[X] == orbital_count(X)

error = {X: correlation[X] - limit for X in correlation}
power_He = exponent(error[2], error[5], 2, 5)
assert abs(power_He - 3) < 0.5

print("Helium")
print(f"Hylleraas energy, {hylleraas_size} terms: {E_total:.6f} Eh")
print(f"change from the smaller expansion:"
      f" {1000 * (E_smaller - E_total):.4f} mEh")
print(f"Hartree-Fock limit: {E_HF:.6f} Eh")
print(f"reference correlation energy: {limit:.3f} mEh")
for X in correlation:
    print(f"X={X} N={sizes[X]:2d} Ecorr={correlation[X]:.3f} mEh"
          f" error={error[X]:.3f} mEh")
print(f"effective power, X=2 to 5: {power_He:.3f}")
for Y, X in ((2, 3), (3, 4), (4, 5)):
    local = exponent(error[Y], error[X], Y, X)
    estimate = extrapolate(X, correlation[X], Y, correlation[Y])
    assert abs(estimate - limit) < 0.5 * error[X]
    print(f"pair {Y},{X}: power {local:.3f},"
          f" extrapolated {estimate:.3f} mEh,"
          f" error {estimate - limit:.3f} mEh")

coefficient = (correlation[3] - correlation[4]) / (3**-3 - 4**-3)
estimate = extrapolate(4, correlation[4], 3, correlation[3])
predicted = estimate + coefficient / 5**3
assert abs(predicted - correlation[5]) < 0.1
target = 0.1
X_needed = ceil((coefficient / target)**(1 / 3))
hartree = constants.physical_constants["Hartree energy"][0]
to_kJ_mol = hartree * constants.N_A / 1000
print(f"coefficient of X^-3 from X=3,4: {coefficient:.2f} mEh")
print(f"X=5 predicted from X=3,4: {predicted:.3f} mEh")
print(f"X=5 computed: {correlation[5]:.3f} mEh")
print(f"target error without extrapolation: {target:.1f} mEh")
print(f"X needed: {X_needed}, orbitals: {orbital_count(X_needed)}")
print(f"extrapolated from X=3,4:"
      f" {estimate / 1000 * to_kJ_mol:.2f} kJ/mol")
print("all assertions hold")
```

Running it gives:

```
Pure n^-4 model, A = 1 (dimensionless)
X= 2 N=  5 tail=0.019823 tail*3X^3=0.4758
X= 3 N= 14 tail=0.007478 tail*3X^3=0.6057
X= 4 N= 30 tail=0.003571 tail*3X^3=0.6857
X= 5 N= 55 tail=0.001971 tail*3X^3=0.7392
X=10 N=385 tail=0.000287 tail*3X^3=0.8600
partial-wave error * X^3, X=200: 0.13333
Cusp function, phi0 = exp(-r)/sqrt(pi)
power of c, n=10 to 20, l=n/2: 4.046
power of g, n=10 to 20, l=n/2: 1.981
power of e, n=10 to 20, l=n/2: 6.027
power of shell sum, n=10 to 20: 4.035
power of remainder in X, 10 to 20: 2.910
power of remainder in X+1/2: 3.014
-e*n^6 in shell 20: min 0.362 Eh, max 0.577 Eh
-e*n^6 in shell 20: l=0 0.392, l=10 0.573, l=19 0.362 Eh
X= 2 remainder=1.303e-02 Eh times X^3=0.1042 Eh
X= 5 remainder=1.022e-03 Eh times X^3=0.1278 Eh
X=10 remainder=1.421e-04 Eh times X^3=0.1421 Eh
X=20 remainder=1.891e-05 Eh times X^3=0.1513 Eh
Helium
Hylleraas energy, 34 terms: -2.903719 Eh
change from the smaller expansion: 0.0096 mEh
Hartree-Fock limit: -2.861680 Eh
reference correlation energy: -42.039 mEh
X=2 N= 5 Ecorr=-32.434 mEh error=9.605 mEh
X=3 N=14 Ecorr=-39.079 mEh error=2.960 mEh
X=4 N=30 Ecorr=-40.897 mEh error=1.142 mEh
X=5 N=55 Ecorr=-41.527 mEh error=0.512 mEh
effective power, X=2 to 5: 3.200
pair 2,3: power 2.903, extrapolated -41.876 mEh, error 0.162 mEh
pair 3,4: power 3.310, extrapolated -42.223 mEh, error -0.184 mEh
pair 4,5: power 3.597, extrapolated -42.188 mEh, error -0.150 mEh
coefficient of X^-3 from X=3,4: 84.90 mEh
X=5 predicted from X=3,4: -41.544 mEh
X=5 computed: -41.527 mEh
target error without extrapolation: 0.1 mEh
X needed: 10, orbitals: 385
extrapolated from X=3,4: -110.86 kJ/mol
all assertions hold
```
